# Upper bound on grain-boundary conductance from matched transverse channels

Two grains of one conductor can have equal numbers of conduction channels and still share few of them at a given transverse momentum. A comparison of the totals alone then allows a fully transparent boundary, however badly the Fermi surfaces fit. For the silicon boundary treated below, with the typical inputs used there, that estimate is 3.4 times the proper bound at zero temperature. The opposite fault arises if the two Fermi surfaces are overlaid without regard to the momentum that a periodic boundary can supply: the result may then be too small to serve as a bound. The correct count lies between the two.

## Setting and theorem

The boundary is flat, with normal $z$ and area $A$. The assumptions are these.

1. After relaxation, the structure has a two-dimensional lattice of periods common to both grains and to the boundary. Its reciprocal lattice has vectors $\mathbf G$ and Brillouin zone $B$.
2. Far from the boundary each grain is a perfect crystal. Electrons move in a static mean field, and crossing is elastic and phase-coherent.
3. Spin is conserved and both spins are equivalent.
4. Each grain is fed by a reservoir that fills its incoming states independently.

Let $N_L(\mathbf k)$ be the number, per spin, of Bloch states of the left grain at energy $E$ that move towards the boundary and have transverse momentum $\mathbf k+\mathbf G$ for some $\mathbf G$. Momenta that differ by a reciprocal vector of the grain itself are counted once. $N_R(\mathbf k)$ is the same for the right grain.

**Theorem.** At zero temperature and small voltage, with $E$ the Fermi energy, the Landauer conductance obeys

$$\frac{G}{A}\le \frac{2e^2}{h}\int_B\frac{d^2k}{(2\pi)^2}\,\min[N_L(\mathbf k),N_R(\mathbf k)] .\qquad(1)$$

$G$ is the conductance between the reservoirs and includes the contact resistance of the grains. The bound does not apply to a conductance from which that resistance has been removed, because a perfect boundary then has no resistance left.

## Lemma 1: conductance as a sum over transverse momentum

*Statement.* If $t(\mathbf k)$ is the matrix of transmission amplitudes from left to right between flux-normalized states, then

$$\frac GA=\frac{2e^2}{h}\int_B\frac{d^2k}{(2\pi)^2}\,\mathrm{Tr}\,t^\dagger t .\qquad(2)$$

*Proof.* The Hamiltonian commutes with the common translations, so scattering joins only states with the same $\mathbf k$ in $B$. Consider one incoming state with transmission probability $T_n$. In a grain of length $\ell$ the allowed $k_z$ are spaced by $2\pi/\ell$, and each filled state carries the current $ev_z/\ell$ towards the boundary, where $v_z=\hbar^{-1}\partial E/\partial k_z$. With two spins, the transmitted current is

$$2e\int\frac{dk_z}{2\pi}\,v_zT_nf_L=\frac{2e}{h}\int dE\,T_nf_L ,$$

because $v_z\,dk_z=dE/\hbar$ and $2\pi\hbar=h$. The velocity has cancelled against the density of states. Summing over $n$ gives $\mathrm{Tr}\,t^\dagger t$. The reverse current has the same total transmission, as Lemma 2 shows, and the occupation $f_R$. For a small voltage $V$, $f_L-f_R=eV(-\partial f/\partial E)$, which at zero temperature is $eV$ times a delta function at the Fermi energy. The sum over $\mathbf k$ becomes $A\int_B d^2k/(2\pi)^2$. Division by $VA$ gives (2). ∎

## Lemma 2: flux conservation limits the trace

*Statement.* $\mathrm{Tr}\,t^\dagger t\le\min(N_L,N_R)$ at each $\mathbf k$, apart from a set of zero area where a band only touches $E$.

*Proof.* First, each grain has as many outgoing as incoming states at given $\mathbf k$. At fixed transverse momentum a band energy is a continuous periodic function of $k_z$, so it crosses $E$ upwards as often as downwards. The scattering matrix

$$S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix}$$

is therefore square, with $N_L+N_R$ rows, and $t$ has $N_R$ rows and $N_L$ columns.

In a stationary state the flux through every plane of constant $z$ is the same. Far from the boundary evanescent waves have died out. Two propagating states with different bulk momenta contribute no cross term to the flux: such a term would acquire a phase under some lattice translation of the grain, while the flux cannot. If states share a bulk momentum, combinations can be chosen that remove their cross terms. Incoming and outgoing flux are thus sums of squared amplitudes, and their equality for every incoming vector means $S^\dagger S=1$. Its upper left block is

$$r^\dagger r+t^\dagger t=1 .$$

Since $r^\dagger r$ has no negative eigenvalue, the eigenvalues $\tau_i$ of $t^\dagger t$ satisfy $0\le\tau_i\le1$. The number of nonzero $\tau_i$ is the rank of $t$, which cannot exceed its number of rows or columns. Hence $\sum_i\tau_i\le\min(N_L,N_R)$.

A square matrix with $S^\dagger S=1$ also has $SS^\dagger=1$, whose upper left block is $rr^\dagger+t't'^\dagger=1$. As $\mathrm{Tr}\,rr^\dagger=\mathrm{Tr}\,r^\dagger r$, the two blocks give $\mathrm{Tr}\,t't'^\dagger=\mathrm{Tr}\,t^\dagger t$, the equality used in Lemma 1. ∎

*Proof of the theorem.* Insert Lemma 2 into (2) and integrate. ∎

## Remark 1: the bound can be reached

Take one channel on each side, in a lattice model where each grain ends in a site coupled to the rest of its grain. Let $\Gamma_L,\Gamma_R$ be the escape widths, equal to minus twice the imaginary parts of the retarded self-energies. A surface potential cancels the real part of $E$ minus site energy minus self-energy, which leaves $i\Gamma/2$. With a real coupling $v$ between the sites, the Green function is

$$\mathcal G=\begin{pmatrix} i\Gamma_L/2&-v\\-v&i\Gamma_R/2\end{pmatrix}^{-1},\qquad \mathcal G_{LR}=\frac{v}{-\Gamma_L\Gamma_R/4-v^2}.$$

The transmission is

$$T=\Gamma_L\Gamma_R|\mathcal G_{LR}|^2=\frac{\Gamma_L\Gamma_Rv^2}{(\Gamma_L\Gamma_R/4+v^2)^2}.$$

For $v^2=\Gamma_L\Gamma_R/4$ the numerator is $4v^4$ and the denominator $(2v^2)^2$, so $T=1$. Pairing as many channels as possible gives $\min(N_L,N_R)$. The construction depends on $\mathbf k$, and a boundary with short-ranged couplings need not achieve it at all $\mathbf k$ together.

## Remark 2: what folding does

Let $n_L(\mathbf p)$ and $n_R(\mathbf p)$ be counts on the open momentum plane, with each Fermi pocket drawn once. Then $N_L(\mathbf k)=\sum_{\mathbf G}n_L(\mathbf k+\mathbf G)$, and likewise for $N_R$. The sum $\sum_{\mathbf G}\min(n_L,n_R)$ exceeds neither $\sum n_L$ nor $\sum n_R$, so it does not exceed the smaller of them. Similarly, $\int\min(N_L,N_R)$ exceeds neither $\int N_L$ nor $\int N_R$. Therefore

$$\int d^2p\,\min(n_L,n_R)\le\int_B d^2k\,\min(N_L,N_R)\le\min\!\left(\int_B N_L,\int_B N_R\right).\qquad(3)$$

The left member depends on which copy of each pocket is drawn, since a pocket may be moved by a reciprocal vector of its own grain; here each is drawn in the first Brillouin zone of its grain. It is then a bound only in a smooth envelope model, where neither the boundary nor the periodic parts of the Bloch functions supply a reciprocal vector. The right member applies to a boundary with no period at all: the whole area is then one cell, and Lemma 2 compares the total numbers of channels.

A lattice model with one transverse direction shows the difference between the left and middle members. In units of the left hopping and with unit lattice spacing, the bands are $-2\cos k_z-2\cos k_y$ on the left and $-1.6\cos k_z+2\cos k_y$ on the right, at $E=-2.2$. The left grain has a propagating state if $|{-2.2}+2\cos k_y|<2$, that is $\cos k_y>0.1$. The right one requires $|{-2.2}-2\cos k_y|<1.6$, that is $\cos k_y<-0.3$. No $k_y$ satisfies both.

A uniform boundary accordingly transmitted nothing. Boundaries with a period of four sites and random couplings, 40 at each of 24 momenta, transmitted 0.70 on average, where the unfolded count is zero and the folded bound averages 1.63 over these momenta (1.61 over the whole zone). In this model $N_R\le N_L$ at every momentum, so the middle and right members of (3) coincide. None exceeded the folded bound at any momentum. Boundaries built as in Remark 1 reached it at all 24.

## Remark 3: two simple overlaps

Suppose each grain has one circular pocket. If the circles are concentric with radii $k_1<k_2$, the integral of the smaller count is $\pi k_1^2$, and the grain with fewer channels sets the bound.

If both radii are $k_F$ and the centres lie a distance $d<2k_F$ apart, the overlap consists of two equal circular segments. With $\cos\theta=d/2k_F$, each is a sector of area $k_F^2\theta$ less a triangle of area $k_F^2\sin\theta\cos\theta$, so

$$\int\min(N_L,N_R)\,d^2k=2k_F^2(\theta-\sin\theta\cos\theta).$$

For $d=0$, $\theta=\pi/2$ and the full area $\pi k_F^2$ returns. At $d=2k_F$ the bound vanishes. Just before that, $\theta-\tfrac12\sin2\theta\approx\tfrac23\theta^3$, and the overlap closes as $\tfrac43k_F^2\theta^3$. Close to this point a small change of position or filling alters the bound by a large fraction of its value, although the absolute change is small.

## Worked case: a twist boundary in doped silicon

Heavily doped n-type polycrystalline silicon has served as a local interconnect. It suits the theorem because its Fermi surface consists of six simple pockets. The inputs are rough typical values: density $n=10^{20}$ cm$^{-3}$, valley masses $m_l=0.92$ and $m_t=0.19$ electron masses, lattice constant $a=0.543$ nm, and valleys at 0.85 of $g=2\pi/a$ along the cubic axes. The boundary is a (001) twist of $36.87^\circ$, assumed to keep the period of its coincidence lattice.

**Pockets.** Each valley is an ellipsoid with semi-axes $k_l,k_t,k_t$. All three semi-axes belong to one energy, so $k_l/k_t=\sqrt{m_l/m_t}=2.20$. Six valleys with two spins hold

$$n=6\cdot2\cdot\frac{1}{(2\pi)^3}\frac{4\pi}{3}k_lk_t^2=\frac{2k_lk_t^2}{\pi^2},$$

which gives $k_t=0.608$ and $k_l=1.337$ nm$^{-1}$. The Fermi energy is $\hbar^2k_t^2/2m_t=0.074$ eV.

At a transverse momentum inside its projection, an ellipsoid has two states at the Fermi energy with opposite $v_z$, so one is incoming. The integral of $N$ is therefore the sum of the projected areas. The two valleys along $z$ project to circles at the zone centre, with total area $2\pi k_t^2=2.319$ nm$^{-2}$. The four side valleys project to ellipses of total area $4\pi k_lk_t=10.207$ nm$^{-2}$. The sum is 12.526 nm$^{-2}$ in both grains.

**Without folding.** Each valley is drawn in the first Brillouin zone of its grain. The centre circles coincide. The side valleys of the two grains are at least 6.22 nm$^{-1}$ apart, more than $2k_l$, so they miss each other. The matched fraction is

$$\frac{2\pi k_t^2}{2\pi k_t^2+4\pi k_lk_t}=\frac{1}{1+2\sqrt{m_l/m_t}}=0.185 .\qquad(4)$$

**With folding.** Write transverse vectors as complex numbers in units of $g$, with the left cubic axes along $1$ and $i$. The right axes are $u=(4-3i)/5$ and $iu$. The surface layer of the left grain has reciprocal vectors $x+iy$ with integers $x,y$ of even sum; those of the right grain are the same numbers times $u$. Any sum of a left and a right vector is a reciprocal vector of the boundary, because it gives a phase multiple of $2\pi$ on every common period. In particular,

$$(3+i)-(2+2i)u=\frac{15+5i-(14+2i)}{5}=\frac{1+3i}{5}=1-u .$$

So $b=g(1-u)$ is a boundary vector. Its length, 7.318 nm$^{-1}$, equals $2\pi$ over the coincidence period of 0.859 nm. A left side valley at $0.85g$ and a right one at $0.85gu$ differ by $0.85b$. Subtracting $b$ leaves a distance of $0.15|b|=1.10$ nm$^{-1}$. A second right valley comes within $0.15\sqrt2\,|b|=1.55$ nm$^{-1}$. These distances are small enough for the ellipses to overlap.

Numerical integration finds 13.9 % of the side-valley area matched. The integral of the smaller count is thus $2.319+0.1386\times10.207=3.73$ nm$^{-2}$, in agreement with a separate count over the whole zone (3.74 nm$^{-2}$).

**Conductance.** With $2e^2/h=7.748\times10^{-5}$ S, the full area gives the Sharvin conductance, that of a grain with no boundary:

$$\frac{7.748\times10^{-5}\times12.526}{4\pi^2}\ \frac{\mathrm S}{\mathrm{nm}^2}=2.46\times10^9\ \mathrm{S/cm^2}.$$

The folded bound is $7.3\times10^8$ S/cm$^2$, or 30 % of this; as a resistance it is $1.36\times10^{-9}$ ohm cm$^2$. The unfolded count gives $4.6\times10^8$ S/cm$^2$, which this boundary is not forbidden to exceed.

## Corollary: least excess resistance

For grains with equal Sharvin conductance $G_S$, define $r=A/G-A/G_S$, which vanishes for perfect transmission. An upper bound on $G$ is a lower bound on $r$. Here

$$r\ge(1.363-0.407)\times10^{-9}=0.96\times10^{-9}\ \mathrm{ohm\,cm^2}.$$

A rough mobility of 80 cm$^2$/Vs gives the grain a resistivity $1/(ne\mu)=7.8\times10^{-4}$ ohm cm, so $r$ equals the resistance of at least 12 nm of grain. A grain 50 nm long has $3.9\times10^{-9}$ ohm cm$^2$, about four times the least excess. Adding $r$ in series with the grains needs a further assumption: scattering inside them must redistribute electrons among all channels, including those of different valleys, before the next boundary.

## Conditions and neglected effects

**Temperature.** For elastic crossing, the right side of (1) is averaged over energy with weight $-\partial f/\partial E$. Projected areas of parabolic valleys are proportional to energy, and integration by parts gives

$$\int_0^\infty E\left(-\frac{\partial f}{\partial E}\right)dE=\int_0^\infty f\,dE=k_BT\ln(1+e^{\mu/k_BT}).$$

At 300 K and fixed density, $\mu$ falls to 0.065 eV. This average is then 0.91 of the Fermi energy, and the Sharvin conductance drops to $2.23\times10^9$ S/cm$^2$. The folded bound nevertheless rises, by roughly 16 % to about $8.5\times10^8$ S/cm$^2$; the value $8.40\times10^8$ in the output uses 40 energies and misses part of the thermal tail. Its centre-valley part falls from 4.55 to $4.13\times10^8$ S/cm$^2$, while its side-valley part grows from 2.8 to $4.33\times10^8$ S/cm$^2$. Displaced pockets overlap only above a threshold energy, so electrons in the thermal tail find more matched area. The least excess resistance becomes about $0.73\times10^{-9}$ ohm cm$^2$, or between 9 and 10 nm of grain at the same resistivity.

**Band shape.** Moving the valleys to 0.84 or 0.86 of $g$ changes the zero-temperature bound to 6.4 or $8.8\times10^8$ S/cm$^2$. Even its first digit is therefore not secure, and the least excess resistance corresponds to anything from 9 to 15 nm of grain. Nonparabolicity, written as $E(1+\alpha E)$ in place of $E$ with $\alpha$ roughly 0.5 eV$^{-1}$, lowers the Fermi energy by a few per cent. In this isotropic form it leaves the pockets at fixed density, and so the zero-temperature bound, unchanged. The real nonparabolicity also warps the pockets: a two-band $k\cdot p$ model of the valleys near X lowers the bound by about 6 %, to $6.9\times10^8$ S/cm$^2$, and raises the equivalent length to about 13 nm. The parabolic energy reaches 0.125 eV at the X point, two thermal energies above the Fermi energy. About 30 % of the folded bound at 300 K comes from energies above this point, where the parabolic valleys are no longer reliable. The size of its rise with temperature is therefore uncertain.

**Scattering in the grains.** Along a short axis of a valley the mean free path is only about 4 nm. Half its inverse, roughly 0.11 nm$^{-1}$, measures the blur of transverse momentum; along the long axis the electrons are slower and the blur is larger. Enlarging all semi-axes of the right-hand pockets by 0.11 nm$^{-1}$ raises the zero-temperature count by 29 %, to $9.4\times10^8$ S/cm$^2$. Blurring the pockets of both grains, with the larger value along the long axes, more than doubles the count, partly because the pockets themselves grow. These are estimates of sensitivity, not new bounds, and they show that the sharp count is only a rough guide at this mobility.

**Boundary charge.** Trapped charge of areal density $N_t$ produces a field $eN_t/2\varepsilon$ on each side. With the density of states $3n/2E_F$, the field is screened over the length $\lambda=\sqrt{2\varepsilon E_F/3e^2n}$, which is 0.56 nm for a relative permittivity of 11.7. The barrier is then $e^2N_t\lambda/2\varepsilon$. For $3\times10^{12}$ cm$^{-2}$ this is roughly 13 meV, small beside the Fermi energy. It is only an estimate, because $\lambda$ is shorter than $1/k_t$, the scale below which electrons screen less effectively; wavevector-dependent (Lindhard) screening raises it to about 15 meV, a fifth of the Fermi energy. The depletion formula $e^2N_t^2/(8\varepsilon n)$, used in the program, would give 2 meV, but it does not hold here, because a barrier below the Fermi energy does not empty the region beside the boundary. A barrier alters the transmission but not the bound, which depends on the bulk channels and the boundary period. At lower doping, where the barrier empties the region beside the boundary but not the whole grain, the depletion formula applies and grows as $1/n$ at fixed $N_t$. The barrier may then limit conduction long before the channel count does. Once the grains are emptied completely, the formula fails and the barrier falls again as $n$ decreases.

**Real boundaries.** The boundaries in polycrystalline silicon have many orientations and are not all periodic. Disorder at the boundary breaks the first assumption. In the limit of no period, (3) leaves only the Sharvin value as a bound, 3.4 times the folded one at zero temperature. A reconstruction with a larger period lies between these limits and needs its own count. The figure of 12 nm therefore belongs to an ordered twist boundary at zero temperature and is not a general minimum for the material. The numerical output below gives the remaining intermediate values; there, each zero-temperature conductance in S/cm$^2$ is followed by its reciprocal in ohm cm$^2$.

## Computed values

```
LATTICE MODEL, averages over transverse momentum
unfolded count of common channels: 0.000
folded bound on transmission: 1.625
uniform boundary, transmission: 0.000
random periodic boundaries, mean transmission: 0.704
largest channel transmission found: 0.9994
largest transmission/bound, random boundaries: 0.9994
SILICON INPUTS (rough typical values)
electron density: 1.0e+20 cm^-3
masses m_l, m_t: 0.92, 0.19 electron masses
lattice constant: 0.543 nm; valley position: 0.85 x 2pi/a
mobility: 80 cm2/Vs; temperature: 300 K
twist angle: 36.87 degrees
FERMI POCKETS AND BOUNDARY LATTICE
semi-axes k_l, k_t: 1.337, 0.608 nm^-1
Fermi energy above valley bottom: 0.0740 eV
flux integral/projected area, end-on valley: 1.0003
flux integral/projected area, side valley: 1.0003
coincidence index: 5.00
boundary period: 0.8586 nm
boundary reciprocal vector: 7.318 nm^-1
nearest side-valley offset, unfolded: 6.221 nm^-1
folded offsets: 1.098, 1.552, 3.105, 3.293 nm^-1
projected area, two centre valleys: 2.319 nm^-2
projected area, all valleys: 12.526 nm^-2
integral of smaller count, folded: 3.737 nm^-2
same by second quadrature: 3.734 nm^-2
matched fraction of side valleys: 0.1386
CONDUCTANCE PER AREA AT ZERO TEMPERATURE
Sharvin: 2.458e+09 S/cm2 = 4.068e-10 ohm cm2 inverse
unfolded limit: 4.552e+08 S/cm2 = 2.197e-09 ohm cm2 inverse
folded bound: 7.334e+08 S/cm2 = 1.363e-09 ohm cm2 inverse
unfolded limit/Sharvin, closed form: 0.1852
unfolded limit/Sharvin, plane count: 0.1845
folded bound/Sharvin: 0.2983
least excess resistance, unfolded: 1.790e-09 ohm cm2
least excess resistance, folded: 9.567e-10 ohm cm2
grain resistivity: 7.802e-04 ohm cm
equivalent grain length, unfolded: 22.95 nm
equivalent grain length, folded: 12.26 nm
resistance of a 50 nm grain: 3.901e-09 ohm cm2
NEGLECTED EFFECTS
thermal energy: 0.0259 eV; chemical potential: 0.0652 eV
Sharvin at temperature: 2.232e+09 S/cm2
unfolded limit at temperature: 4.133e+08 S/cm2
folded bound at temperature: 8.399e+08 S/cm2
mean free path: 4.35 nm; momentum blur: 0.115 nm^-1
folded count with blur: 9.437e+08 S/cm2
folded bound, valley at 0.84: 6.364e+08 S/cm2
folded bound, valley at 0.86: 8.824e+08 S/cm2
nonparabolicity 0.5 eV^-1 times Fermi energy: 0.0370
parabolic energy at the X point: 0.1248 eV
barrier from 3e+12 cm^-2 trapped charges: 1.74 meV
```
